# Quadrature-phase edge strips and diffraction-order phases of a line-space mask

## Question

I am stuck on an exercise about a simple correction to the thin-mask (Kirchhoff) picture of a photomask. The mask has equal lines and spaces with period $p$: the transmission is 1 in the openings and 0 under the absorber. To imitate the electromagnetic response of the absorber edges, a narrow strip of width $w$ is centred on every edge, and inside it the transmission is purely imaginary, $i\beta$ with $\beta$ real.

I have to show that the zeroth diffraction order acquires a phase proportional to $w$, while the first orders acquire no phase at that order in $w$.

The first half seems plausible, because the strips add an imaginary area to the average transmission. The second half bothers me. A narrow strip diffracts into a wide range of angles, so I would expect it to send about the same imaginary amplitude into the first orders as into the zeroth. Why doesn't it? Does the result depend on the strips being exactly centred, or on the lines and spaces being equal? And does a phase on one order matter, given that the resist responds only to intensity?

## Answer

Each strip does send amplitude of nearly the same magnitude into the zeroth and first orders. What differs is how the contributions of the two edges add: they reinforce in the zeroth order and cancel in the first.

### Setting up the orders

Put $x=0$ at the centre of an opening, so that the edges in one period lie at $x=\pm p/4$. The illumination is a plane wave at normal incidence, and the time factor is $e^{-i\omega t}$. The diffraction orders are

$$a_m=\frac1p\int_{-p/2}^{p/2}t(x)\,e^{-2\pi i m x/p}\,dx .$$

I take the strips to replace the old transmission, and require $w<p/2$ so that they do not overlap. Write $u=w/p$. Since $t(x)$ is even, the sine part of the exponential integrates to zero, leaving

$$a_m=\frac1p\int_{-p/2}^{p/2}t(x)\cos\frac{2\pi m x}{p}\,dx .$$

### The zeroth order

Here the cosine is 1 and we only add areas. Each strip takes $w/2$ from the opening, so the clear width is $p/2-w$. The two strips together have width $2w$. Therefore

$$a_0=\frac12-u+2i\beta u,\qquad
\arg a_0=\arctan\frac{2\beta u}{\tfrac12-u}=\arctan\frac{4\beta u}{1-2u}.$$

For small $u$, the argument of the arctangent is $4\beta u(1+2u+\dots)$, and the arctangent's own correction is cubic. Hence

$$\arg a_0=4\beta\frac wp+8\beta\left(\frac wp\right)^2+O(u^3).$$

The phase is first order in strip width, with slope $4\beta$. The linear estimate needs both $u\ll1$ and $4|\beta|u\ll1$.

### The first orders

The clear region $|x|<p/4-w/2$ contributes

$$\frac1p\cdot2\cdot\frac{p}{2\pi}\sin\!\left[\frac{2\pi}{p}\left(\frac p4-\frac w2\right)\right]
=\frac1\pi\sin\!\left(\frac\pi2-\pi u\right)=\frac{\cos\pi u}{\pi}.$$

For the right-hand strip, set $x=p/4+s$ with $-w/2<s<w/2$. Then

$$\cos\frac{2\pi x}{p}=\cos\!\left(\frac\pi2+\frac{2\pi s}{p}\right)=-\sin\frac{2\pi s}{p},$$

which is odd in $s$ and integrates to zero over the centred strip. The left-hand strip gives zero by mirror symmetry. So

$$a_{\pm1}=\frac{\cos(\pi w/p)}{\pi}=\frac1\pi\left[1-\frac{\pi^2}{2}\left(\frac wp\right)^2+\dots\right].$$

This is real and positive for every $w<p/2$. The first orders therefore have zero phase at all orders in $w$ in this model, which is more than you were asked to show. Even their magnitude changes only at second order.

The edges sit at the nodes of the first harmonic. In terms of the exponential, the strip at $+p/4$ enters $a_1$ with the factor $e^{-i\pi/2}=-i$ and the one at $-p/4$ with $+i$. Each strip does diffract into the first order, as you expected, but the two waves arrive in antiphase. The cancellation does not use the value $i\beta$; any common complex transmission in the two strips would give the same $a_{\pm1}$.

As a limiting check, let $w\to p/2$. The strips then fill the whole mask, which becomes a uniform sheet of transmission $i\beta$. The formulas give $a_0\to i\beta$ and $a_{\pm1}\to0$, as they must.

If "add" is read literally, so that the strip field is superposed on the old transmission, the clear part keeps its full width. Then $a_0=\tfrac12+2i\beta u$ and $a_{\pm1}=1/\pi$. The first-order statement about the phases is the same.

### What happens to the higher orders

For $m\neq0$ the same substitution gives

$$\cos\!\left(\frac{m\pi}{2}+\frac{2\pi ms}{p}\right)=\cos\frac{m\pi}2\cos\frac{2\pi ms}{p}-\sin\frac{m\pi}2\sin\frac{2\pi ms}{p}.$$

The last term integrates to zero, and the first integrates to $\cos(m\pi/2)\,(p/\pi m)\sin(\pi mu)$. With two strips and the clear region,

$$a_m=\frac{\sin(m\pi/2-m\pi u)}{m\pi}+\frac{2i\beta}{m\pi}\cos\frac{m\pi}{2}\,\sin(m\pi u).$$

All odd orders stay real. The nonzero even orders, absent from the ideal mask, appear at first order in $w$; for example, $a_2\approx u(1-2i\beta)$.

### When the cancellation fails

Let the opening occupy a fraction $f$ of the period, with the strips still centred on its edges at $x=\pm fp/2$. The same integrals give

$$a_1=\frac{\sin(\pi f-\pi u)}{\pi}+\frac{2i\beta}{\pi}\sin(\pi u)\cos(\pi f),$$

so that, to first order in $u$,

$$\arg a_1\approx2\pi\beta u\cot(\pi f).$$

This vanishes at $f=1/2$ but not in general. At $f=0.4$ and $\beta=1$ the slope is 2.04 rad per unit $w/p$. The zeroth order has $a_0=f-u+2i\beta u$ and phase $2\beta u/f$, so the phase difference between the orders is

$$2\beta u\left[\frac1f-\pi\cot(\pi f)\right].$$

For a narrow opening, $\pi\cot(\pi f)\approx1/f-\pi^2f/3$, and the difference falls to $2\pi^2\beta uf/3$ (keeping $w\ll fp$). The two edges are then so close together that the zeroth and first orders receive nearly the same phase. Your intuition is right in that limit.

Now return to $f=1/2$ and move both strips outward by $\delta$. Their centres leave the nodes, where the cosine becomes $-\sin(2\pi\delta/p)$. To leading order,

$$\arg a_1\approx-4\pi^2\beta\,\frac{w\,\delta}{p^2}.$$

For a fixed $\delta$ this is first order in $w$. If the strips lie just outside the opening, however, $\delta=w/2$ and the phase is $-2\pi^2\beta u^2$. Strips that touch the edge but are not centred on it therefore still satisfy the first-order statement.

### Why the phase matters in an image

A phase common to all orders is unobservable. A sideways shift of the mask by $x_0$ multiplies $a_m$ by $e^{-2\pi imx_0/p}$, giving the $\pm1$ orders opposite phases. The quantity unaffected by both is

$$\Phi=\arg a_0-\tfrac12(\arg a_1+\arg a_{-1}),$$

on the branch that vanishes as $w\to0$. For our mask $\Phi=\arg a_0$.

Suppose an aberration-free lens passes only the orders $0,\pm1$. Let $P$ be the pitch at the wafer, with $\sin\theta=\lambda/P$ and $k=2\pi/\lambda$, and let $x$ now be measured at the wafer. In a scalar model with equal lens transmission for the three beams, the field at distance $z$ beyond nominal focus is

$$E=a_0e^{ikz}+2a_1\cos\frac{2\pi x}{P}\,e^{ikz\cos\theta}.$$

Taking $|E|^2$, the interference of the two terms gives a fundamental $F(z)\cos(2\pi x/P)$ with

$$F(z)=4|a_0|a_1\cos\!\left[\Phi+kz(1-\cos\theta)\right].$$

The other two terms of $|E|^2$ do not depend on $z$. The fundamental is largest where the bracket vanishes, so the best focus nearest $z=0$ is

$$z^*=-\frac{\Phi}{k(1-\cos\theta)}.$$

For positive $\beta$ it moves towards the lens. The resist sees the phase as a focus shift.

This shift depends on pitch. For small $\theta$, $1-\cos\theta\approx\lambda^2/2P^2$. With reduction $M$, so that $p=MP$, the first-order phase gives

$$z^*\approx-\frac{4\beta w}{\pi M\lambda}\,P .$$

At fixed $w$ and $\beta$, gratings of different pitch focus at different heights, so one displacement of the wafer cannot correct them all. This form requires a small angle $\theta$ and a pitch for which only three beams pass. For the case worked below it gives −8.6 nm against the exact −7.4 nm. Once the second orders enter the lens ($P>2\lambda/\mathrm{NA}$), their phase $\arg(1-2i\beta)$ is not small, and the peak of the fundamental can move several times further than this formula predicts.

### Numbers for a dry ArF case

Take round values: wavelength 193 nm, numerical aperture 0.85, fourfold reduction and wafer pitch 260 nm. The mask pitch is then 1040 nm. Choose $w=20$ nm and $\beta=1$, so $u=20/1040=0.01923$. Then

$$a_0=0.5-0.01923+2i(0.01923)=0.48077+0.03846\,i .$$

The phase is $\arctan(0.03846/0.48077)=0.0798$ rad, or 4.57°, compared with the linear estimate $4u=0.0769$ rad. The first orders are real and equal to 0.31773, against 0.31831 without strips.

At the wafer $\sin\theta=193/260=0.742$, which is inside the aperture, while the second orders would need 1.48 and are lost. With $\cos\theta=0.670$, one radian corresponds to $1/[k(1-\cos\theta)]=93.1$ nm of focus. Hence

$$z^*=-0.0798\times93.1\ \text{nm}=-7.4\ \text{nm}.$$

Searching the computed three-beam image for its largest fundamental also gives −7.43 nm.

The fundamental is symmetric about the shifted focus, so it is unequal at equal distances on either side of nominal focus. In units of the clear-field intensity, $F$ is 0.334 at $z=-100$ nm and 0.248 at $z=+100$ nm. Without strips it is 0.303 at both positions. From the formula for $F$,

$$F(-z)-F(z)=8|a_0|a_1\sin\Phi\,\sin[kz(1-\cos\theta)],$$

which is first order in $w$. By contrast, $\Phi$ lowers the fundamental at $z=0$ only through $\cos\Phi$, a second-order effect. The strips do lower $F(0)$ at first order, from 0.637 to 0.611, but through the clear area they remove from $|a_0|$, not through the phase. The fundamental vanishes 146 nm from best focus, so the shift is about 5% of that distance.

### How far to trust this for a real mask

The strip is only about a tenth of a wavelength wide, so it is an effective parameter, not a picture of the field near an edge. I chose $w$ and $\beta$ as round numbers; a real mask needs them fitted to a rigorous field calculation, and they may differ between polarizations. Halving $\beta$ gives 2.29° instead of 4.57°.

Several effects are omitted. Their effects on the relative phase range from about a twentieth of the strip-induced 4.57° to seven times it:

- **Leakage.** A rough absorber optical density of 3 means an amplitude $\varepsilon=10^{-1.5}=0.032$. If the leakage is in quadrature, a mask without strips has $a_0=(1+i\varepsilon)/2$ and $a_1=(1-i\varepsilon)/\pi$, hence a relative phase $2\arctan\varepsilon$. With the strips present, leakage of phase $+i$ adds 3.6° and moves focus by a further −5.9 nm.
- **Absorber thickness.** Across a rough thickness of 70 nm, free propagation changes the relative phase by 2.3°, equivalent to 3.7 nm of wafer focus. The absolute shift therefore depends on where the "thin" mask plane is placed.
- **Edge position.** An opening 20 nm too wide on the mask gives $\arg a_1=-0.42°$. Strips lying just outside a correct opening give the same value. Because the strips replace what lies under them, the two masks are identical: clear out to $p/4$, with the strip centres 10 nm beyond the nodes. The zeroth order changes too: it becomes $\tfrac12+2i\beta u$, with phase 4.40°, so the relative phase $\Phi$ rises by only 0.24°, to 4.82°.
- **Resist depth.** For 100 nm of resist with index 1.7, both rough values, the relative phase changes by 32° from top to bottom. This is equivalent to 52 nm of focus in air, seven times the strip-induced shift. It spreads focus through the depth with or without strips.

Two further idealizations matter less for the focus position. A small line source along $x$, with a half-width of $\sigma=0.1$ times the numerical aperture, changes the shift to −7.2 nm. This holds only for a small source: above $\sigma\approx0.13$, part of the first orders falls outside the aperture at this pitch, and the shift must be recomputed. For TM polarization, the zeroth- and first-order fields in air meet at angle $\theta$, which multiplies $F$ by $\cos\theta=0.67$ at every $z$ and leaves $z^*$ alone. Off-axis illumination can leave only two beams in the lens; the three-beam focus formula does not then apply.

The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Wavelength: 193 nm
Numerical aperture: 0.85
Reduction: 4
Wafer pitch: 260 nm
Mask pitch p: 1040 nm
Strip width w: 20 nm
Strip amplitude beta: 1.0
w/p: 0.01923
w/wavelength: 0.104
a_0: 0.48077 + 0.03846 i
|a_0|: 0.48231
a_1 real part: 0.31773
a_1 without strips: 0.31831
|a_1 imaginary part| below 1e-12: True
a_2: 0.01918 -0.03837 i
Extracted small-w slope of arg a_0 per w/p: 4.0000 rad
First-order estimate 4 beta w/p: 0.07692 rad
Full zeroth-order phase: 0.07983 rad
Full zeroth-order phase: 4.57 deg
First-order slope at opening fraction 0.4: 2.042 rad
sin(theta) at wafer: 0.7423
cos(theta) at wafer: 0.6701
Focus change per radian: 93.10 nm
Best-focus shift, formula: -7.43 nm
Best-focus shift, image search: -7.43 nm
Fundamental at z = -100 nm: 0.3341
Fundamental at z = 0 nm: 0.6110
Fundamental at z = +100 nm: 0.2482
No strips, z = -100 nm: 0.3033
No strips, z = +100 nm: 0.3033
Defocus from best focus to zero fundamental: 146.2 nm
Effects outside the model:
Leakage amplitude at optical density 3: 0.0316
Relative phase added by +i leakage: 3.61 deg
Focus change from +i leakage: -5.86 nm
Absorber thickness: 70 nm
Phase across absorber thickness: 2.27 deg
Equivalent wafer focus: 3.69 nm
arg a_1, opening 20 nm too wide: -0.418 deg
arg a_1, strips just outside opening: -0.418 deg
Relative phase if beta is halved: 2.29 deg
Source radius sigma (line source): 0.1
Best-focus shift with that source: -7.16 nm
TM factor on fundamental, cos(theta): 0.670
Resist thickness: 100 nm
Resist index: 1.7
Phase spread through resist: 31.8 deg
Equivalent air focus spread: 51.7 nm
```
